**Electron barriers at pinned metal contacts to n-type germanium**

The program tests the barrier relation $\phi\approx S(\Phi-\chi)+(1-S)(E_g-\phi_0)$, with a small correction for depletion charge. Here $\Phi$ is the metal work function, $\chi$ the electron affinity, $E_g$ the gap, $\phi_0$ the neutrality level above the valence edge, and $S$ the pinning factor. It asserts agreement within 2 meV between the closed formula and a numerical charge balance that includes thermal state occupation and Poisson's equation. Further assertions compare the contact resistance with a momentum-space integral, the image-force lowering with a direct minimization, and the tunnelling exponent with an integrated band profile. For a 4.0 eV metal, the output gives a barrier of 0.529 eV where the vacuum-level rule gives zero. Removing the interface states, or moving their neutrality level near the conduction edge, removes the depletion barrier. At heavy doping a barrier of 0.457 eV remains, but the tunnelling factor is about 0.067. The germanium inputs are rough rounded values, and the interface parameters are model choices.

## Numerical verification

```python
"""
Result under test: dense interface states with a neutrality level near the
valence edge keep a large electron barrier on n-type germanium even when the
metal work function is low:
    barrier = S*(work - chi) + (1-S)*(gap - cnl) - small depletion term,
    S = 1/(1 + K*D*delta/eps_i).
Symbols: work = metal work function, chi = electron affinity, gap = band gap,
cnl = neutrality level above the valence edge (all eV); D = interface states
per eV and nm^2; delta, eps_i = thickness (nm) and relative permittivity of
the interface layer; eps_s = semiconductor relative permittivity;
K = e/epsilon_0 in V nm; densities in nm^-3 unless a name says otherwise.
Barrier = conduction edge at the interface minus the Fermi level.
Germanium inputs are rough rounded values; interface inputs are model values.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, dblquad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import expit

T = 300.0
kT = sc.k * T / sc.e
K = sc.e / sc.epsilon_0 * 1e9
gap, chi, cnl, eps_s = 0.66, 4.0, 0.10, 16.0
D, delta, eps_i = 4.0, 0.5, 2.0
Nc, Nv, N = 1e-2, 5e-3, 1e-4
phi_n = kT * np.log(Nc / N)
a = K * D * delta / eps_i
S = 1 / (1 + a)
pinned_limit = gap - cnl


def linear_barrier(work):
    return S * (work - chi) + (1 - S) * pinned_limit


def closed_barrier(work, density, offset):
    """Barrier with depletion charge sqrt(2 eps_s density (barrier-offset)/K)."""
    c = S * K * delta / eps_i * np.sqrt(2 * eps_s * density / K)
    y = -c / 2 + np.sqrt(c**2 / 4 + linear_barrier(work) - offset)
    return offset + y**2


def poisson_charge(bending):
    """Semiconductor charge (e/nm^2) by integrating Poisson's equation."""
    length = np.sqrt(eps_s * kT / (K * N))
    start = np.copysign(1e-3 * kT, bending)
    if abs(bending) <= abs(start):
        return eps_s / K * bending / length
    holes = Nv * np.exp(-(gap - phi_n) / kT)

    def slope(u, field):
        rho = N * (1 - np.exp(-u / kT)) + holes * (np.exp(u / kT) - 1)
        return K / eps_s * rho / field

    sol = solve_ivp(slope, (start, bending), [start / length],
                    rtol=1e-8, atol=1e-12)
    assert sol.success
    return eps_s / K * sol.y[0, -1]


def numerical_barrier(work, states=D, neutral=cnl):
    """Self-consistent barrier with thermal occupation of interface states."""
    def mismatch(phi):
        fermi = gap - phi
        filled = quad(lambda e: expit((fermi - e) / kT), 0, gap)[0]
        charge = -states * (filled - neutral) + poisson_charge(phi - phi_n)
        return phi - (work - chi) + K * delta / eps_i * charge
    return brentq(mismatch, -0.1, 0.65, xtol=1e-10)


# Barriers: closed formula against the full electrostatic solution.
# The 2 meV tolerance covers thermal tails of the occupation and holes.
works = [3.0, 3.5, 4.0, 4.5, 5.0]
closed = [closed_barrier(w, N, phi_n + kT) for w in works]
full = [numerical_barrier(w) for w in works]
assert np.allclose(closed, full, atol=2e-3, rtol=0)
slope_full = full[3] - full[1]          # work functions differ by 1 eV
assert abs(slope_full / S - 1) < 0.03   # same thermal tails
phi = closed[2]

# Work function needed for flat bands.
flat_work = chi + phi_n + a * (phi_n - pinned_limit)
assert abs(numerical_barrier(flat_work) - phi_n) < 1e-3
assert flat_work < 0

# Controls: remove the states, or move their neutrality level.
no_states = numerical_barrier(4.0, states=0.0)
high_cnl = numerical_barrier(4.0, neutral=gap - 0.10)
assert no_states < phi_n and high_cnl < phi_n
assert full[2] > phi_n + 0.3

# Thermionic contact resistance against a momentum-space integral.
richardson = 4 * np.pi * sc.m_e * sc.e * sc.k**2 / sc.h**3


def saturation_current(top):
    return richardson * T**2 * np.exp(-top / kT) * 1e-4


def contact_resistance(top):
    return kT / saturation_current(top)


scale = np.sqrt(2 * sc.m_e * sc.k * T) / sc.hbar
integral = dblquad(
    lambda qp, qx: qx * qp / (4 * np.cosh((qx**2 + qp**2 + phi / kT) / 2)**2),
    0, 7, 0, 7, epsabs=0, epsrel=1e-8)[0]
conductance = (sc.e**2 * 2 / (2 * np.pi)**3 * 2 * np.pi * scale**4
               * sc.hbar / sc.m_e / (sc.k * T) * integral)
resistance_integral = 1e4 / conductance
assert abs(resistance_integral / contact_resistance(phi) - 1) < 1e-5

# Contact in series with a bulk layer: forward/reverse current ratio.
mobility, layer_cm, volts = 1000.0, 1e-4, 0.1
bulk_resistance = layer_cm / (sc.e * N * 1e21 * mobility)


def rectification(top):
    j0 = saturation_current(top)
    currents = []
    for v in (volts, -volts):
        vc = brentq(lambda x: v - x - bulk_resistance * j0 * np.expm1(x / kT),
                    min(0, v), max(0, v), xtol=1e-14)
        currents.append(j0 * np.expm1(vc / kT))
    return abs(currents[0] / currents[1])


ratio_pinned = rectification(phi)
ratio_control = rectification(max(high_cnl, phi_n))
assert abs(ratio_pinned / np.exp(volts / kT) - 1) < 0.01
assert ratio_control < 1.1

# Image-force lowering against direct minimization.
field = np.sqrt(2 * K * N * (phi - phi_n - kT) / eps_s)
lowering = np.sqrt(K * field / (4 * np.pi * eps_s))
image = minimize_scalar(
    lambda x: K / (16 * np.pi * eps_s * x) + field * x,
    bounds=(0.1, 20), method="bounded", options={"xatol": 1e-8})
assert abs(image.fun - lowering) < 1e-7
assert phi - lowering > phi_n + 0.3

# Heavy doping: degenerate bulk, thin barrier, tunnelling.
N_heavy, mass = 0.1, 0.12


def tunnelling_energy(density):
    return (sc.hbar / 2 * np.sqrt(density * 1e27
            / (mass * sc.m_e * eps_s * sc.epsilon_0)))


eta = kT * (0.75 * np.sqrt(np.pi) * N_heavy / Nc)**(2 / 3)
b = 0.6 * eta
phi_heavy = closed_barrier(4.0, N_heavy, -b)
E00_light, E00_heavy = tunnelling_energy(N), tunnelling_energy(N_heavy)
exponent = (np.sqrt(phi_heavy * (phi_heavy + b))
            - b * np.arcsinh(np.sqrt(phi_heavy / b))) / E00_heavy


def profile(x, y):
    u, slope, action = y
    electrons = N_heavy * max(1 - u / eta, 0)**1.5
    kappa = np.sqrt(2 * mass * sc.m_e * sc.e * max(u - eta, 0)) / sc.hbar * 1e-9
    return [slope, K / eps_s * (N_heavy - electrons), 2 * kappa]


def at_surface(x, y):
    return y[0] - phi_heavy - eta


at_surface.terminal = True
screening = np.sqrt(2 * eps_s * eta / (3 * K * N_heavy))
u_start = 1e-5 * eta
sol = solve_ivp(profile, (0, 100), [u_start, u_start / screening, 0],
                events=at_surface, rtol=1e-8, atol=1e-11, max_step=0.02)
assert len(sol.y_events[0]) == 1
_, field_heavy, action = sol.y_events[0][0]
assert abs(action / exponent - 1) < 1e-3
balance = linear_barrier(4.0) - S * delta / eps_i * eps_s * field_heavy
assert abs(balance - phi_heavy) < 1e-4
assert np.exp(-exponent) > 1e3 * np.exp(-phi_heavy / kT)

# Numbers for the text.
print(f"temperature {T:.0f} K; kT {kT:.5f} eV; K {K:.3f} V nm")
print(f"gap {gap:.2f} eV; affinity {chi:.1f} eV")
print(f"neutrality level above valence edge {cnl:.2f} eV")
print(f"relative permittivities: Ge {eps_s:.0f}, layer {eps_i:.0f}")
print(f"D {D:.1f} /(eV nm^2); layer thickness {delta:.1f} nm")
print(f"Nc {Nc*1e21:.1e}, Nv {Nv*1e21:.1e}, donors {N*1e21:.1e} cm^-3")
print(f"bulk conduction edge above Fermi level {phi_n:.4f} eV")
print(f"a {a:.3f}; S {S:.4f}; S from full solution {slope_full:.4f}")
print(f"fully pinned barrier {pinned_limit:.3f} eV")
print("work function, naive, linear, closed, full barrier (eV):")
for w, c, f in zip(works, closed, full):
    print(f"  {w:.1f}  {w-chi:+.2f}  {linear_barrier(w):.4f}  {c:.4f}  {f:.4f}")
states_charge = -D * (pinned_limit - phi)
depletion_charge = np.sqrt(2 * eps_s * N * (phi - phi_n - kT) / K)
print("for work function 4.0 eV:")
print(f"  Fermi level above neutrality level {pinned_limit-phi:.4f} eV")
print(f"  interface-state charge {states_charge:.4f} e/nm^2")
print(f"  depletion charge {depletion_charge:.5f} e/nm^2")
print(f"  dipole energy step {phi-(4.0-chi):.4f} eV")
print(f"linear barrier at zero work function {linear_barrier(0):.3f} eV")
print(f"work function for flat bands {flat_work:.2f} eV")
print(f"control without states: barrier {no_states:.4f} eV")
print(f"control, level 0.10 eV below Ec: barrier {high_cnl:.4f} eV")
print(f"Richardson constant {richardson*1e-4:.2f} A/(cm^2 K^2)")
print(f"saturation current {saturation_current(phi):.3e} A/cm^2")
print(f"contact resistance, formula {contact_resistance(phi):.3f} ohm cm^2")
print(f"contact resistance, integral {resistance_integral:.3f} ohm cm^2")
print(f"contact resistance, 3.0 eV metal "
      f"{contact_resistance(closed[0]):.3f} ohm cm^2")
print(f"control contact resistance "
      f"{contact_resistance(max(high_cnl, phi_n)):.2e} ohm cm^2")
print(f"bulk mobility {mobility:.0f} cm^2/(V s); layer {layer_cm*1e4:.1f} um")
print(f"bulk layer resistance {bulk_resistance:.2e} ohm cm^2")
print(f"forward/reverse ratio at {volts:.1f} V: pinned {ratio_pinned:.2f}, "
      f"control {ratio_control:.3f}")
print(f"surface field {field:.5f} V/nm; image lowering {lowering:.4f} eV")
print(f"heavy doping {N_heavy*1e21:.1e} cm^-3; tunnelling mass {mass:.2f} m_e")
print(f"heavy doping: Fermi energy {eta:.4f} eV; b {b:.4f} eV")
print(f"heavy doping: barrier {phi_heavy:.4f} eV")
print(f"E00 moderate {E00_light:.5f} eV; heavy {E00_heavy:.4f} eV")
print(f"tunnelling exponent: formula {exponent:.4f}, profile {action:.4f}")
print(f"tunnelling factor {np.exp(-exponent):.3e}")
print(f"thermal factor, heavy doping {np.exp(-phi_heavy/kT):.3e}")
print("all tests passed")
```

Running it gives:

```
temperature 300 K; kT 0.02585 eV; K 18.095 V nm
gap 0.66 eV; affinity 4.0 eV
neutrality level above valence edge 0.10 eV
relative permittivities: Ge 16, layer 2
D 4.0 /(eV nm^2); layer thickness 0.5 nm
Nc 1.0e+19, Nv 5.0e+18, donors 1.0e+17 cm^-3
bulk conduction edge above Fermi level 0.1191 eV
a 18.095; S 0.0524; S from full solution 0.0526
fully pinned barrier 0.560 eV
work function, naive, linear, closed, full barrier (eV):
  3.0  -1.00  0.4783  0.4765  0.4765
  3.5  -0.50  0.5045  0.5026  0.5027
  4.0  +0.00  0.5307  0.5287  0.5289
  4.5  +0.50  0.5569  0.5548  0.5552
  5.0  +1.00  0.5830  0.5810  0.5820
for work function 4.0 eV:
  Fermi level above neutrality level 0.0313 eV
  interface-state charge -0.1251 e/nm^2
  depletion charge 0.00824 e/nm^2
  dipole energy step 0.5287 eV
linear barrier at zero work function 0.321 eV
work function for flat bands -3.86 eV
control without states: barrier 0.0401 eV
control, level 0.10 eV below Ec: barrier 0.0945 eV
Richardson constant 120.17 A/(cm^2 K^2)
saturation current 1.419e-02 A/cm^2
contact resistance, formula 1.822 ohm cm^2
contact resistance, integral 1.822 ohm cm^2
contact resistance, 3.0 eV metal 0.242 ohm cm^2
control contact resistance 2.39e-07 ohm cm^2
bulk mobility 1000 cm^2/(V s); layer 1.0 um
bulk layer resistance 6.24e-06 ohm cm^2
forward/reverse ratio at 0.1 V: pinned 47.85, control 1.005
surface field 0.00932 V/nm; image lowering 0.0290 eV
heavy doping 1.0e+20 cm^-3; tunnelling mass 0.12 m_e
heavy doping: Fermi energy 0.1451 eV; b 0.0870 eV
heavy doping: barrier 0.4572 eV
E00 moderate 0.00424 eV; heavy 0.1340 eV
tunnelling exponent: formula 2.7047, profile 2.7047
tunnelling factor 6.689e-02
thermal factor, heavy doping 2.088e-08
all tests passed
```
